# Hall voltage against misalignment offset in a low-mobility film

## Result

A uniform film carries a current along a bar of length $L$ and width $w$, in a magnetic field $B$ normal to the film. Two voltage probes face each other across the middle of the bar, but one is displaced along the current by a distance $d$. This is a misalignment of $s=d/w$ squares. For small $\mu_H B$ and a long bar, the Hall voltage and the misalignment offset have the ratio

$$
\frac{V_H}{V_{\rm off}}=\frac{\mu_H B}{s}\left[1-\frac{16}{\pi^2}\,e^{-\pi L/2w}+\dots\right],
$$

where $\mu_H$ is the Hall mobility. The bracket contains the first correction for finite length, caused by the metal contacts at the ends.

With $\mu_H=0.1$ cm²/Vs, $B=1$ T and $s=0.01$, the leading term is found as follows. Since 1 m²/Vs times 1 T is a pure number,

$$
\mu_H B=(0.1\times10^{-4}\ \mathrm{m^2/Vs})(1\ \mathrm{T})=10^{-5},
\qquad
\frac{V_H}{V_{\rm off}}=\frac{10^{-5}}{10^{-2}}=10^{-3}.
$$

The Hall voltage is one thousandth of the offset on which it sits.

## Model and signs

The film is homogeneous and isotropic, with one kind of carrier, taken as holes of charge $+e$ and density $p$. Its thickness is $t$. The current flows along $+x$, the field points along $+z$, and the bar occupies $-L/2<x<L/2$, $0<y<w$. The edges $y=0$ and $y=w$ insulate, and the voltage probes are treated as points on them.

In steady drift the electric and magnetic forces balance friction, so the velocity is $\mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B)$. Here $\mathbf v\times\mathbf B=(v_yB,\,-v_xB)$, and hence

$$
v_x=\mu(E_x+v_yB),\qquad v_y=\mu(E_y-v_xB).
$$

In this simple model the drift and Hall mobilities are the same number $\mu$. They are distinguished below, where the model is set beside a real film.

The current per unit width is $\mathbf K=ept\,\mathbf v$. Define the sheet resistance and the small parameter by

$$
R_s=\frac{1}{ept\mu},\qquad \beta=\mu B.
$$

Dividing the velocity equations by $\mu$, solving for the fields and inserting $\mathbf v=\mathbf K/(ept)$ gives

$$
E_x=R_s(K_x-\beta K_y),\qquad E_y=R_s(K_y+\beta K_x).
$$

To invert these, form $E_x+\beta E_y$, in which $K_y$ cancels, and $E_y-\beta E_x$, in which $K_x$ cancels:

$$
K_x=\frac{E_x+\beta E_y}{R_s(1+\beta^2)},\qquad
K_y=\frac{E_y-\beta E_x}{R_s(1+\beta^2)}.
$$

The measured voltage is that of the lower probe, at $(-d/2,0)$, minus that of the upper probe, at $(+d/2,w)$. Placing the upper probe downstream makes both contributions positive. Electrons, a reversed field or an upstream displacement would change signs but not magnitudes.

## Leading order: the long bar

Far from the end contacts the flow is uniform. No current crosses the edges, so $K_y=0$ and $K_x=I/w$. The fields are then

$$
E_x=\frac{IR_s}{w},\qquad E_y=\beta E_x.
$$

The potential of a uniform field is $\phi=-E_xx-E_yy$. At the two probes,

$$
V=\phi\!\left(-\tfrac d2,0\right)-\phi\!\left(\tfrac d2,w\right)
=\frac{E_xd}{2}+\frac{E_xd}{2}+E_yw=E_xd+E_yw .
$$

The first term remains when the field is removed, and the second is proportional to $B$:

$$
V_{\rm off}=E_xd=IR_s\,s,\qquad V_H=E_yw=IR_s\,\mu B .
$$

Their quotient is $\mu B/s$. Current, thickness and carrier density have cancelled.

Inserting $R_s$ into the Hall voltage gives

$$
V_H=I\,\frac{1}{ept\mu}\,\mu B=\frac{IB}{ept}.
$$

At fixed current, density and thickness, the Hall voltage therefore does not depend on mobility. Low mobility makes the measurement hard because the resistance, and with it the offset, grows as $1/\mu$.

For an infinitely long bar no assumption of small $\beta$ was needed. A finite-element solution of the current flow in a bar six widths long supports this: with $\mu B=0.3$ and $s=0.02$, the part of $V/I$ odd in the field was $0.3000\,R_s$ and the even part $0.02000\,R_s$.

## First correction: the end contacts

A metal contact holds its whole end of the bar at one potential, so there can be no Hall voltage across it. The Hall voltage builds up with distance from the contact, and in a bar of finite length it may not reach its full value at the middle.

For small $\beta$, write $\phi=\phi_0+\beta\phi_1+O(\beta^2)$ with $\phi_0=-E_0x$. Current conservation, $\partial_xK_x+\partial_yK_y=0$, gives

$$
\partial_xE_x+\partial_yE_y+\beta(\partial_xE_y-\partial_yE_x)=0 .
$$

The last bracket vanishes because $\mathbf E=-\nabla\phi$. What remains is $\nabla^2\phi=0$, so the field enters through the edge condition alone. There $K_y=0$ requires $E_y=\beta E_x$, which to first order reads $-\beta\,\partial_y\phi_1=\beta E_0$. The problem for $\phi_1$ is therefore

$$
\nabla^2\phi_1=0,\qquad
\partial_y\phi_1=-E_0\ \text{at}\ y=0,w,\qquad
\phi_1=0\ \text{at}\ x=\pm L/2 .
$$

Separate the long-bar solution from the disturbance made by the contacts:

$$
\phi_1=E_0\left(\frac w2-y\right)+\psi .
$$

The first part satisfies the edge condition, so $\partial_y\psi=0$ at the edges. At the ends $\psi$ must cancel the first part. Both requirements suit a cosine series in $y$. The coefficients of $w/2-y$ follow by integration by parts, in which the boundary term vanishes because $\sin(m\pi y/w)$ is zero at both edges:

$$
c_m=\frac2w\int_0^w\left(\frac w2-y\right)\cos\frac{m\pi y}{w}\,dy
=\frac2w\,\frac{w}{m\pi}\int_0^w\sin\frac{m\pi y}{w}\,dy
=\frac{2w}{m^2\pi^2}\left[1-(-1)^m\right].
$$

The constant term is zero because $w/2-y$ averages to zero. For odd $m$, $c_m=4w/(m^2\pi^2)$; for even $m$ it vanishes. Each cosine in $y$ must be paired with a hyperbolic cosine in $x$ to satisfy Laplace's equation symmetrically about the middle:

$$
\psi=-E_0\sum_{m\ \rm odd}\frac{4w}{m^2\pi^2}\cos\frac{m\pi y}{w}\,
\frac{\cosh(m\pi x/w)}{\cosh(m\pi L/2w)} .
$$

For odd $m$ the cosine is $+1$ at $y=0$ and $-1$ at $y=w$. The hyperbolic cosine has the same value at $x=-d/2$ and $x=+d/2$. Thus

$$
\phi_1\!\left(-\tfrac d2,0\right)-\phi_1\!\left(\tfrac d2,w\right)
=E_0w\left[1-\frac{8}{\pi^2}\sum_{m\ \rm odd}
\frac{\cosh(m\pi s/2)}{m^2\cosh(m\pi L/2w)}\right]\equiv E_0w\,G .
$$

To express $E_0$ through the current, integrate $K_x$ across the bar. The first-order contribution is proportional to $\int_0^w\partial_x\phi_1\,dy$. It vanishes because $\phi_1$ is antisymmetric about the midline $y=w/2$. Hence $E_0w=IR_s$ up to terms of order $\beta^2$, and

$$
V_H=G\,IR_s\,\mu B,\qquad V_{\rm off}=IR_s\,s,\qquad
\frac{V_H}{V_{\rm off}}=G\,\frac{\mu B}{s}.
$$

For $s=0.01$ the factor $\cosh(\pi s/2)$ differs from one by about $10^{-4}$, and this changes only the correction itself. Setting it to one and using $1/\cosh z\approx2e^{-z}$ for large $z$, the term $m=1$ gives

$$
G\approx1-\frac{8}{\pi^2}\,2e^{-\pi L/2w}
=1-\frac{16}{\pi^2}e^{-\pi L/2w}.
$$

This is the bracket in the opening result. The next terms are of order $e^{-3\pi L/2w}$. They come from $m=3$ and from the next term in the expansion of $1/\cosh z$.

There are also corrections in the field strength. The next term in the potential is of order $\beta^2E_0w$. Compared with the offset $E_0ws$ it is at most of order $\beta^2/s=10^{-8}$, which is negligible here.

### How long is long?

The correction reaches 1 % when $(16/\pi^2)e^{-\pi L/2w}=0.01$, so

$$
\frac Lw=\frac2\pi\ln\frac{1.62}{0.01}\approx3.2 .
$$

The length is that between the current contacts, with the probes at the middle. The approximation compares with the finite-element values of $G$ as follows.

| $L/w$ | $1-(16/\pi^2)e^{-\pi L/2w}$ | finite elements |
|---|---|---|
| 1 | 0.663 | 0.675 |
| 2 | 0.930 | 0.930 |
| 4 | 0.997 | 0.997 |

Even for a square bar the first correction is good to about 2 % of $G$.

## The opposite limit: a short, wide bar

When $L\ll w$ the series above converges slowly, and an expansion along $x$ is better. Let $\eta=y-w/2$. The functions $\cos(n\pi x/L)$ with odd $n$ vanish at both contacts, and antisymmetry about the midline selects the hyperbolic sine:

$$
\phi_1=\sum_{n\ \rm odd}a_n\cos\frac{n\pi x}{L}\sinh\frac{n\pi\eta}{L}.
$$

The constant in the edge condition must be expanded in the same cosines. Its coefficients are

$$
\frac2L\int_{-L/2}^{L/2}\cos\frac{n\pi x}{L}\,dx
=\frac{4}{n\pi}\sin\frac{n\pi}{2}=\frac{4}{n\pi}(-1)^{(n-1)/2}.
$$

Setting $\partial_y\phi_1=-E_0$ at $\eta=\pm w/2$, term by term, gives

$$
a_n\frac{n\pi}{L}\cosh\frac{n\pi w}{2L}=-\frac{4E_0}{n\pi}(-1)^{(n-1)/2}.
$$

For a displacement much smaller than both $L$ and $w$, the probes may be put at $x=0$ when finding the Hall part. The voltage from lower to upper edge is then $-2\sum a_n\sinh(n\pi w/2L)$. Dividing by $E_0w$,

$$
G=\frac{8L}{\pi^2w}\sum_{n\ \rm odd}\frac{(-1)^{(n-1)/2}}{n^2}
\tanh\frac{n\pi w}{2L}.
$$

This series was tested against the finite-element solution at $L/w=1$, 2 and 4, and the two agreed within 0.004. For $L\ll w$ each hyperbolic tangent tends to one. The sum $1-1/9+1/25-\dots$ is about 0.916, so

$$
G\approx\frac{8}{\pi^2}(0.916)\frac Lw\approx0.74\,\frac Lw .
$$

The offset at a given current is still $IR_ss$, while the Hall voltage is reduced in proportion to the length. Shortening the bar at fixed width, current and displacement therefore makes the ratio worse.

## Numbers for a doped polymer film

Take rough values in the regime of a chemically doped poly(3-hexylthiophene) film: hole density $10^{20}$ cm⁻³, thickness 50 nm, mobility 0.1 cm²/Vs and temperature 300 K. The bar is 1 mm wide, the current is 10 µA, and the field is 1 T. A misalignment of 0.01 square is then 10 µm.

The sheet resistance is

$$
R_s=\frac{1}{(1.602\times10^{-19}\ \mathrm C)(10^{20}\ \mathrm{cm^{-3}})
(0.1\ \mathrm{cm^2/Vs})(5\times10^{-6}\ \mathrm{cm})}
=124.8\ \mathrm{k\Omega}
$$

per square. The voltage along one square is $IR_s=1.248$ V, and therefore

$$
V_H=(1.248\ \mathrm V)(10^{-5})=12.48\ \mathrm{\mu V},\qquad
V_{\rm off}=(1.248\ \mathrm V)(0.01)=12.48\ \mathrm{mV}.
$$

The finite-element solution for a bar six widths long gives the ratio $9.999\times10^{-4}$. The end correction lowers the ratio by the fraction $1.3\times10^{-4}$ of its value, from $10^{-3}$ to $9.9987\times10^{-4}$, which agrees with the finite-element value after rounding.

To make the offset as small as the Hall voltage, the probes would have to be aligned to $s=\mu B=10^{-5}$ squares, or 10 nm on this bar. It is more practical to separate the two voltages by their behaviour in the field.

## Separating the voltages, and what limits it

The Hall voltage changes sign with $B$, while the offset does not. Two readings at the same current give

$$
\frac{V(+B)-V(-B)}2
=\frac{(V_{\rm off}+V_H)-(V_{\rm off}-V_H)}2=V_H .
$$

Reversing the current cannot do this, because both voltages are proportional to $I$.

**Temperature drift.** The subtraction requires the offset to be the same in both readings. Suppose that the carrier density is fixed and the mobility is thermally activated, so that $R_s\propto e^{E_a/kT}$. Then

$$
\alpha\equiv-\frac{1}{R_s}\frac{dR_s}{dT}=\frac{E_a}{kT^2}.
$$

If the film warms by a small $\Delta T$ between the $+B$ and the $-B$ reading, the second offset is smaller by $\alpha\,\Delta T\,V_{\rm off}$. The Hall voltage $IB/(ept)$ is unchanged. Half of the offset change enters the result, and its size relative to the true Hall voltage is

$$
\frac{\Delta V_H}{V_H}=\frac{\alpha\,\Delta T}{2}\,\frac{V_{\rm off}}{V_H}.
$$

For a rough, assumed activation energy of 0.05 eV, $\alpha$ is 0.64 % per kelvin. A 100 % error then needs a warming of only $2\times10^{-3}/0.0064\approx0.31$ K, and a 10 % error needs 31 mK. A simulated pair of readings with 31 mK of warming gave an error of 10.0 %.

**Magnetoresistance.** One might instead subtract a reading at zero field. If the field raises $R_s$ by a fraction $m$, this difference is $V_H+mV_{\rm off}$, apart from a negligible change in $V_H$. For an assumed $m=0.1$ %, the extra term is 12.48 µV, an error of 100 %. Field reversal removes it, provided that the resistance change is the same for both field directions.

**Smaller effects.** With an assumed Seebeck coefficient of 100 µV/K and 10 mK between the probes, a thermoelectric voltage of 1.00 µV appears, or 8 % of $V_H$. If it is steady and independent of the field, field reversal removes it. If it is also independent of the current direction, current reversal removes it too. The thermal noise of a resistance of one square in a bandwidth of 1 Hz is 45 nV rms, or 0.36 % of $V_H$. Between probes that touch the edges over only about a hundredth of the bar width, the resistance is three to four squares, and the noise is nearly twice as large.

The current deposits $I^2R_s/w^2\approx12.5$ W/m². If this heat flows straight through 0.7 mm of glass with a conductivity of 1 W/(m K), the temperature drop across the glass is 8.7 mK. This is an upper estimate of the drop across the glass, because the glass is nearly as thick as the bar is wide and heat also spreads sideways. It bounds the warming of the film only if the back of the glass is held at the temperature of the surroundings. With poor thermal contact the film warms more: for a bar 6 mm long on a 20 mm square of glass cooled only by air, with an assumed 10 W/(m² K) on both faces, the rise is about 34 mK. At constant current the steady warming is common to both field polarities and cancels, but switching the current on just before the first reading would produce a drift.

## The estimate beside a real film

The mobility of 0.1 cm²/Vs and the other film parameters are rough, assumed values. A 10 µm misalignment is plausible for contacts made through a shadow mask; lithography can do better, and the ratio improves as $1/s$. The weakest assumption is the drift picture, because carriers in such films move largely by hopping. The Hall mobility is then $\mu_H=r_H\mu_d$, where $\mu_d$ is the drift mobility and the Hall factor $r_H$ can lie well below one. The ratio $\mu_HB/s$ keeps its form, since $\mu_H$ is defined by $V_H=IR_s\mu_HB$. If the quoted 0.1 cm²/Vs is a drift mobility and $r_H=0.1$, taken as an assumed low case, the ratio falls from $10^{-3}$ to $10^{-4}$. The tolerable temperature drift then shrinks by the same factor of ten. The estimate of one thousandth therefore holds when the stated mobility is the Hall mobility, the film is uniform, the bar is at least a few widths long, and each probe touches the edge over a length much smaller than the bar width. A metal probe of contact length $a$ shorts part of the Hall voltage, a fraction of about $(2/\pi)\,a/w$ for $a\ll w$, or 0.6 % at $a=0.01w$. It also shorts part of the offset, but a smaller part, so the ratio falls: by about 6 % at $a=0.1w$ and by about a quarter when $a$ is one to two widths.

## Calculated quantities

```
Hall mobility: 0.10 cm2/Vs
field: 1.0 T
misalignment: 0.010 squares
hole density (rough): 1.0e+20 cm^-3
thickness: 50 nm
current: 10 uA
bar width: 1.0 mm
probe displacement: 10.0 um
temperature: 300 K
mobility times field: 1.00e-05 (pure number)
sheet resistance: 124.8 kohm per square
voltage along one square: 1.248 V
field along the bar: 12.5 V/cm
Hall voltage, formula: 12.48 uV
Hall voltage, finite elements: 12.48 uV
offset voltage, formula: 12.48 mV
offset voltage, finite elements: 12.48 mV
Hall/offset ratio, formula: 1.00e-03
Hall/offset ratio, finite elements: 9.999e-04
displacement for equal voltages: 10.0 nm
large-field test, mu*B = 0.3: Hall part 0.3000 R_s
large-field test, s = 0.02: offset part 0.02000 R_s
activation energy (rough, assumed): 0.05 eV
relative fall of resistance: 0.64 % per K
warming that gives 100 % Hall error: 0.31 K
warming that gives 10 % Hall error: 31 mK
Hall error simulated at that warming: 10.0 %
magnetoresistance (assumed): 0.1 %
Hall error, field on minus off: 100 %
Hall error, field reversal: 0.000 %
Hall factor (assumed low case): 0.1
ratio if 0.1 cm2/Vs is drift mobility: 1.0e-04
Seebeck coefficient (rough, assumed): 100 uV/K
probe temperature difference (assumed): 10 mK
thermoelectric voltage: 1.00 uV
thermoelectric/Hall: 8.0 %
thermal noise of one square in 1 Hz: 45 nV rms
noise/Hall: 0.36 %
glass thickness (assumed): 0.7 mm
glass heat conductivity (rough): 1.0 W/(m K)
self-heating across the glass: 8.7 mK
Hall reduction factor, length/width 1: 0.675
Hall reduction factor, length/width 2: 0.930
Hall reduction factor, length/width 4: 0.997
```
